# Enthalpy from the Total Vapour Pressure of a Monomer–Dimer Precursor: a program that tests the result

```python
"""
Result under test: for a condensed precursor M in equilibrium with an ideal
vapour of monomer M and dimer M2,
    -R d ln(P)/d(1/T) = x1*H1 + x2*H2,
P = p1 + p2 : total vapour pressure;  x1, x2 : gas mole fractions;
H1 : enthalpy of M(cond) -> M(gas), per mole of monomer;
H2 : enthalpy of 2 M(cond) -> M2(gas), per mole of dimer.
A microscopic model gives pressures by minimising a free energy and enthalpies
by averaging energy levels. A separate engineering example uses round inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

R = const.R
TORR = const.torr
units = np.array([1.0, 2.0])       # M units in each gas molecule


def apparent_enthalpy(pressure_function, T, h=4e-6):
    """Minus R times the numerical slope of ln(pressure) against 1/T."""
    high = np.log(pressure_function(1 / (1 / T + h)))
    low = np.log(pressure_function(1 / (1 / T - h)))
    return -R * (high - low) / (2 * h)


# ---------- microscopic model: energies are in kelvin (energy / k_B) ----------
def level_average(levels, degeneracy, T):
    weights = degeneracy * np.exp(-levels / T)
    q = weights.sum()
    return np.array([np.log(q), (weights * levels).sum() / q])


def oscillator(theta, T):
    return level_average(theta * np.arange(3000), 1.0, T)


def rotor(theta, T):
    J = np.arange(6000.0)
    return level_average(theta * J * (J + 1), (2 * J + 1)**2, T)


def microscopic_parts(T):
    """ln q and mean internal energy: condensed M, gas M, gas M2."""
    condensed = 6 * oscillator(60.0, T) + oscillator(300.0, T)
    monomer = rotor(0.01, T) + oscillator(280.0, T)
    dimer = rotor(0.003, T) + 6 * oscillator(50.0, T) + 2 * oscillator(280.0, T)
    monomer = monomer + np.array([-17250.0 / T, 17250.0])
    dimer = dimer + np.array([-19600.0 / T, 19600.0])
    return condensed, monomer, dimer


def microscopic_pressures(T):
    """Minimise the Helmholtz energy of gas in 1 m^3 above condensed M."""
    condensed, monomer, dimer = microscopic_parts(T)
    pressures = []
    for n, gas in ((1, monomer), (2, dimer)):
        mass = n * 504 * const.atomic_mass
        ln_trans = 1.5 * np.log(2 * np.pi * mass * const.k * T / const.h**2)
        ln_q_volume = ln_trans + gas[0] - np.log(const.N_A)

        def helmholtz(log_moles):
            gas_part = log_moles - 1 - ln_q_volume
            material_removed = n * condensed[0]
            return np.exp(log_moles) * (gas_part + material_removed)

        best = minimize_scalar(helmholtz, bounds=(-20, 5), method="bounded",
                               options={"xatol": 1e-10, "maxiter": 500})
        pressures.append(np.exp(best.x) * R * T)
    return np.array(pressures)


def microscopic_enthalpies(T):
    condensed, monomer, dimer = microscopic_parts(T)
    return R * np.array([monomer[1] + 2.5 * T - condensed[1],
                         dimer[1] + 2.5 * T - 2 * condensed[1]])


T0 = 500.0
pm = microscopic_pressures(T0)
xm = pm / pm.sum()
Hm = microscopic_enthalpies(T0)
slope_m = apparent_enthalpy(lambda T: microscopic_pressures(T).sum(), T0, 1e-5)
average_m = xm @ Hm
unit_average_m = (xm * units) @ Hm / (xm @ units)
latent_m = average_m / (xm @ units)
assert 0.1 < xm[1] < 0.9
assert abs(slope_m / average_m - 1) < 1e-4
assert abs(slope_m / unit_average_m - 1) > 1e-2   # wrong weighting fails
assert abs(slope_m / latent_m - 1) > 1e-1         # latent heat per M fails


def dimer_quotient(T):
    p = microscopic_pressures(T)
    return p[1] / p[0]**2


slope_dim = apparent_enthalpy(dimer_quotient, T0, 1e-5)
assert abs(slope_dim / (Hm[1] - 2 * Hm[0]) - 1) < 1e-4
slope_units_m = apparent_enthalpy(
    lambda T: microscopic_pressures(T) @ units, T0, 1e-5)
assert abs(slope_units_m / unit_average_m - 1) < 1e-4

dT = 10.0
slopes = [apparent_enthalpy(lambda T: microscopic_pressures(T).sum(), t, 1e-5)
          for t in (T0 - dT, T0 + dT)]
drift_m = (slopes[1] - slopes[0]) / (2 * dT)
Cm = (microscopic_enthalpies(T0 + dT) - microscopic_enthalpies(T0 - dT)) / (2 * dT)
drift_formula_m = xm @ Cm + xm[0] * xm[1] * (Hm[1] - Hm[0])**2 / (R * T0**2)
assert abs(drift_m / drift_formula_m - 1) < 2e-2  # finite temperature step

# ---------- engineering example: round model inputs ----------
p0 = np.array([0.07, 0.03]) * TORR
H0 = np.array([120e3, 140e3])
C0 = np.array([-100.0, -200.0])


def partial_pressures(T):
    exponent = (-(H0 - C0 * T0) / R * (1 / T - 1 / T0)
                + C0 / R * np.log(T / T0))
    return p0 * np.exp(exponent)


def total_pressure(T):
    return partial_pressures(T).sum()


def average_enthalpy(T):
    p = partial_pressures(T)
    return p @ (H0 + C0 * (T - T0)) / p.sum()


for i in range(2):
    integral = quad(lambda T: (H0[i] + C0[i] * (T - T0)) / (R * T**2), T0, 520)[0]
    assert abs(np.log(partial_pressures(520.0)[i] / p0[i]) - integral) < 1e-9

P0 = total_pressure(T0)
x0 = p0 / P0
H_average = average_enthalpy(T0)
H_slope = apparent_enthalpy(total_pressure, T0)
assert abs(H_slope / H_average - 1) < 1e-5
H_dim = H0[1] - 2 * H0[0]
K_dim = p0[1] * const.bar / p0[0]**2
S_dim = H_dim / T0 + R * np.log(K_dim)
latent = H_average / (x0 @ units)
# Separate thermochemical path: evaporate as monomer, then form dimers.
latent_path = H0[0] + x0[1] / (x0 @ units) * H_dim
assert abs(latent / latent_path - 1) < 1e-12

heat_capacity_part = x0 @ C0
composition_part = x0[0] * x0[1] * (H0[1] - H0[0])**2 / (R * T0**2)
drift = heat_capacity_part + composition_part
drift_number = (apparent_enthalpy(total_pressure, T0 + 1)
                - apparent_enthalpy(total_pressure, T0 - 1)) / 2
assert abs(drift_number / drift - 1) < 1e-2

fit_T = np.linspace(480, 520, 9)
fit_P = np.array([total_pressure(T) for T in fit_T])
fit_x = 1 / fit_T - 1 / T0
fit = np.polyfit(fit_x, np.log(fit_P), 1)
H_fit = -R * fit[0]
fit_residual = np.max(np.abs(np.log(fit_P) - np.polyval(fit, fit_x)))


def corrected_partials(T, volume=0.0, virial=0.0):
    """Include condensed volume and one common gas second virial coefficient."""
    ideal = partial_pressures(T)
    B = virial * (T0 / T)**3
    p = ideal.copy()
    for _ in range(200):
        p = ideal * np.exp((units * volume - B) * p.sum() / (R * T))
    return p


# The artificial volume makes the full Clapeyron correction visible.
stress_volume = 0.1 * R * T0 / (P0 * (x0 @ units))
ps = corrected_partials(T0, volume=stress_volume)
Ps = ps.sum()
xs = ps / Ps
Hs = H0 - units * stress_volume * Ps
L_stress = xs @ Hs / (xs @ units)
V_change = R * T0 / (Ps * (xs @ units)) - stress_volume
step = 0.05
dPdT = (corrected_partials(T0 + step, stress_volume).sum()
        - corrected_partials(T0 - step, stress_volume).sum()) / (2 * step)
assert abs(dPdT / (L_stress / (T0 * V_change)) - 1) < 1e-5
assert abs(R * T0**2 * dPdT / Ps / (xs @ Hs) - 1) > 0.05

# Rough sizes of effects left out of the ideal two-species result.
liquid_volume = 4.2e-4
virial = -1e-2
shift_volume = apparent_enthalpy(
    lambda T: corrected_partials(T, volume=liquid_volume).sum(), T0) - H_slope
shift_virial = apparent_enthalpy(
    lambda T: corrected_partials(T, virial=virial).sum(), T0) - H_slope
p_trimer, H_trimer = 0.002 * TORR, 170e3
shift_trimer = apparent_enthalpy(
    lambda T: total_pressure(T)
    + p_trimer * np.exp(-H_trimer / R * (1 / T - 1 / T0)), T0) - H_slope
background = 0.002 * TORR
shift_background = apparent_enthalpy(
    lambda T: total_pressure(T) + background, T0) - H_slope
lag_rate = 1 / 40
shift_lag = apparent_enthalpy(
    lambda T: total_pressure(T - lag_rate * (T - 480)), T0) - H_slope

# Saturated carrier stream; sccm refers to 273.15 K and 1 atm.
carrier_sccm, head_pressure = 100.0, 10 * TORR
carrier_moles = carrier_sccm * 1e-6 * const.atm / (R * const.zero_Celsius)


def barium_delivery(T):
    p = partial_pressures(T)
    return carrier_moles * (p @ units) / (head_pressure - p.sum())


H_transpiration = (x0 * units) @ H0 / (x0 @ units)
H_transpiration_slope = apparent_enthalpy(
    lambda T: partial_pressures(T) @ units, T0)
assert abs(H_transpiration_slope / H_transpiration - 1) < 1e-5
delivery = barium_delivery(T0)
monomer_only = carrier_moles * P0 / (head_pressure - P0)
sensitivity = np.log(barium_delivery(T0 + 0.1) / barium_delivery(T0 - 0.1)) / 0.2

print("MICROSCOPIC TEST at", T0, "K")
print(f"p1, p2: {pm[0]:.4f}, {pm[1]:.4f} Pa; x2: {xm[1]:.4f}")
print(f"H1, H2: {Hm[0]/1e3:.3f}, {Hm[1]/1e3:.3f} kJ/mol")
print(f"total-pressure slope: {slope_m/1e3:.4f} kJ/mol")
print(f"mole-fraction average: {average_m/1e3:.4f} kJ/mol")
print(f"M-unit-weighted average: {unit_average_m/1e3:.4f} kJ/mol")
print(f"latent heat per mole M: {latent_m/1e3:.4f} kJ/mol")
print(f"dimerisation slope: {slope_dim/1e3:.3f} kJ/mol")
print(f"slope drift, numerical: {drift_m:.3f} J/mol/K")
print(f"slope drift, formula: {drift_formula_m:.3f} J/mol/K")
print("EXAMPLE at", T0, "K")
print(f"p1, p2, P: {p0[0]/TORR:.3f}, {p0[1]/TORR:.3f}, {P0/TORR:.3f} Torr")
print(f"x1, x2: {x0[0]:.3f}, {x0[1]:.3f}")
print(f"H1, H2: {H0[0]/1e3:.1f}, {H0[1]/1e3:.1f} kJ/mol")
print(f"Delta Cp1, Cp2: {C0[0]:.1f}, {C0[1]:.1f} J/mol/K")
print(f"mole-fraction average: {H_average/1e3:.3f} kJ/mol")
print(f"numerical slope: {H_slope/1e3:.3f} kJ/mol")
print(f"dimerisation enthalpy: {H_dim/1e3:.1f} kJ/mol")
print(f"dimerisation entropy (1 bar): {S_dim:.1f} J/mol/K")
print(f"latent heat per mole M: {latent/1e3:.3f} kJ/mol")
print(f"drift, heat-capacity part: {heat_capacity_part:.2f} J/mol/K")
print(f"drift, composition part: {composition_part:.2f} J/mol/K")
print(f"drift, total: {drift:.2f} J/mol/K")
for T in (480.0, 500.0, 520.0):
    p = partial_pressures(T)
    print(f"T={T:.0f} K: P={p.sum()/TORR:.5f} Torr, x2={p[1]/p.sum():.4f}, "
          f"Happ={average_enthalpy(T)/1e3:.3f} kJ/mol")
print(f"line fit 480-520 K, 9 points: {H_fit/1e3:.3f} kJ/mol")
print(f"largest fit residual in ln P: {fit_residual:.5f}")
print("DELIVERY")
print(f"carrier: {carrier_sccm:.0f} sccm = {carrier_moles*1e3:.3f} mmol/min")
print(f"head pressure: {head_pressure/TORR:.1f} Torr")
print(f"Ba delivery: {delivery*1e6:.2f} umol/min")
print(f"if all vapour were monomer: {monomer_only*1e6:.2f} umol/min")
print(f"delivery sensitivity: {sensitivity*100:.2f} percent/K")
print(f"transpiration enthalpy: {H_transpiration/1e3:.3f} kJ/mol")
print("NEGLECTED EFFECTS: inputs and shifts of apparent enthalpy")
print(f"liquid volume {liquid_volume*1e6:.0f} cm3/mol: {shift_volume:.3f} J/mol")
print(f"virial B {virial*1e6:.0f} cm3/mol: {shift_virial:.3f} J/mol")
print(f"trimer {p_trimer/TORR:.3f} Torr, H3 {H_trimer/1e3:.0f} kJ/mol: "
      f"{shift_trimer/1e3:.3f} kJ/mol")
print(f"background {background/TORR:.3f} Torr: {shift_background/1e3:.3f} kJ/mol")
print(f"surface lag 0 to {lag_rate*40:.1f} K over 480-520 K: "
      f"{shift_lag/1e3:.3f} kJ/mol")
print("success")
```

Printed output:

```
MICROSCOPIC TEST at 500.0 K
p1, p2: 7.4378, 3.4494 Pa; x2: 0.3168
H1, H2: 136.644, 156.490 kJ/mol
total-pressure slope: 142.9320 kJ/mol
mole-fraction average: 142.9319 kJ/mol
M-unit-weighted average: 146.1941 kJ/mol
latent heat per mole M: 108.5424 kJ/mol
dimerisation slope: -116.797 kJ/mol
slope drift, numerical: 24.461 J/mol/K
slope drift, formula: 24.493 J/mol/K
EXAMPLE at 500.0 K
p1, p2, P: 0.070, 0.030, 0.100 Torr
x1, x2: 0.700, 0.300
H1, H2: 120.0, 140.0 kJ/mol
Delta Cp1, Cp2: -100.0, -200.0 J/mol/K
mole-fraction average: 126.000 kJ/mol
numerical slope: 126.000 kJ/mol
dimerisation enthalpy: -100.0 kJ/mol
dimerisation entropy (1 bar): -129.9 J/mol/K
latent heat per mole M: 96.923 kJ/mol
drift, heat-capacity part: -130.00 J/mol/K
drift, composition part: 40.41 J/mol/K
drift, total: -89.59 J/mol/K
T=480 K: P=0.02804 Torr, x2=0.2577, Happ=127.670 kJ/mol
T=500 K: P=0.10000 Torr, x2=0.3000, Happ=126.000 kJ/mol
T=520 K: P=0.31809 Torr, x2=0.3382, Happ=124.087 kJ/mol
line fit 480-520 K, 9 points: 126.017 kJ/mol
largest fit residual in ln P: 0.00511
DELIVERY
carrier: 100 sccm = 4.462 mmol/min
head pressure: 10.0 Torr
Ba delivery: 58.59 umol/min
if all vapour were monomer: 45.07 umol/min
delivery sensitivity: 6.28 percent/K
transpiration enthalpy: 129.231 kJ/mol
NEGLECTED EFFECTS: inputs and shifts of apparent enthalpy
liquid volume 420 cm3/mol: 0.219 J/mol
virial B -10000 cm3/mol: 3.509 J/mol
trimer 0.002 Torr, H3 170 kJ/mol: 0.863 kJ/mol
background 0.002 Torr: -2.472 kJ/mol
surface lag 0 to 1.0 K over 480-520 K: -2.860 kJ/mol
success
```
